# Why the Breit interaction reduces boron-like 2p fine-structure splittings: a program that tests the result

```python
"""Breit reduction of the 2p fine-structure splitting in boron-like ions.

Result under test (leading order in alpha^2, atomic units inside the code):
  Breit part of E(J=3/2)-E(J=1/2) = alpha^2 * sum_c X_c,  c = 1s, 2s,
  X_c = int int Rp(r) Rc'(r) r (r_</r_>^2) Rc(s) Rp(s) s^2 dr ds,
and its ratio to the Dirac-Coulomb splitting tends to -k/Z,
  k = 640/729 - 3/32 for one configuration with hydrogenic orbitals.
Rp, Rc: radial functions of 2p and of a closed s shell; Z: nuclear charge.
SSO = spin-same-orbit (Coulomb), SOO = spin-other-orbit (Breit).
"""
from itertools import combinations
import numpy as np
from scipy.linalg import eigh
from scipy.special import gamma
from scipy import constants as const
from pyscf import gto, ao2mo

ALPHA = const.fine_structure
HARTREE_MEV = const.physical_constants["Hartree energy in eV"][0] * 1e3
MEV_TO_CM = 1e-3 * const.e / (const.h * const.c) / 100
UNIT = ALPHA**2 * HARTREE_MEV          # alpha^2 hartree in meV
SYMBOL = {5: "B", 10: "Ne", 18: "Ar", 40: "Zr", 80: "Hg"}

# ---------- radial integrals on a logarithmic grid ----------


def radial_grid(scale):
    return np.geomspace(1e-5, 80.0, 4000) / scale


def cumulative(r, f):
    g = f * r * np.log(r[1] / r[0])
    return np.cumsum(g) - 0.5 * g


def integral(r, f):
    return np.sum(f * r) * np.log(r[1] / r[0])


def slater(r, L, u, v):
    """Double integral of u(r) v(s) r^2 s^2 r_<^L / r_>^(L+1)."""
    inside = cumulative(r, r**(L + 2) * v)
    outside = cumulative(r, r**(1.0 - L) * v)
    potential = inside / r**(L + 1) + r**L * (outside[-1] - outside)
    return integral(r, u * r**2 * potential)


def exchange_X(r, Rp, Rc, dRc):
    return slater(r, 1, Rp * dRc / r, Rc * Rp)


# ---------- Hartree-Fock for 1s2 2s2 2p ----------


def gaussian_radial(r, exps, coef, l):
    R, dR = np.zeros_like(r), np.zeros_like(r)
    for a, c in zip(exps, coef):
        norm = np.sqrt(2 * (2 * a)**(l + 1.5) / gamma(l + 1.5))
        g = c * norm * np.exp(-a * r**2)
        R += g * r**l
        dR += g * (l - 2 * a * r**2) * r**(l - 1.0)
    return R, dR


def hartree_fock(Z):
    """Orbitals of the spherical open-shell Hartree-Fock problem."""
    sym, scale = SYMBOL[Z], (Z - 2.6) / 2
    low = 0.02 * scale**2
    shells = [[0, [low * 2.3**k, 1.0]] for k in range(15)]
    shells += [[1, [low * 2.3**k, 1.0]] for k in range(12)]
    mol = gto.M(atom=[[sym, (0, 0, 0)]], basis={sym: shells},
                charge=Z - 5, spin=1, verbose=0)
    ang = [mol.bas_angular(i) for i in range(mol.nbas)]
    assert ang == sorted(ang)
    exps = np.array([mol.bas_exp(i)[0] for i in range(mol.nbas)])
    es, ep = exps[:15], exps[15:]
    pick = np.r_[np.arange(15), 15 + 3 * np.arange(12)]   # s and p_x
    sub = np.ix_(pick, pick)
    S = mol.intor("int1e_ovlp")[sub]
    T = mol.intor("int1e_kin")[sub]
    h = T + mol.intor("int1e_nuc")[sub]
    eri = ao2mo.restore(1, mol.intor("int2e", aosym="s8"), mol.nao)
    eri = eri[np.ix_(pick, pick, pick, pick)]
    n = len(pick)
    coul = eri.reshape(n * n, n * n)
    exch = eri.transpose(0, 2, 1, 3).reshape(n * n, n * n).copy()

    def G(D):
        return ((coul - 0.5 * exch) @ D.ravel()).reshape(n, n)

    s, p = slice(0, 15), slice(15, n)
    Dc, Do = np.zeros((n, n)), np.zeros((n, n))
    converged = False
    for _ in range(300):
        Gc = G(Dc)
        Fs, Fp = h + Gc + G(Do), h + Gc
        cs = eigh(Fs[s, s], S[s, s])[1][:, :2]
        cp = eigh(Fp[p, p], S[p, p])[1][:, 0]
        newc, newo = np.zeros((n, n)), np.zeros((n, n))
        newc[s, s] = 2 * cs @ cs.T
        newo[p, p] = np.outer(cp, cp)
        change = max(abs(newc - Dc).max(), abs(newo - Do).max())
        Dc, Do = 0.3 * Dc + 0.7 * newc, 0.3 * Do + 0.7 * newo
        if change < 1e-8:
            converged = True
            break
    assert converged
    energy = np.sum(h * (Dc + Do)) + np.sum((0.5 * Dc + Do) * G(Dc))
    kinetic = np.sum(T * (Dc + Do))
    assert abs(energy / kinetic + 1) < 2e-4      # virial theorem
    r = radial_grid(scale)
    orb = {"1s": gaussian_radial(r, es, cs[:, 0], 0),
           "2s": gaussian_radial(r, es, cs[:, 1], 0),
           "2p": gaussian_radial(r, ep, cp, 1)}
    small_basis = [[0] + [[a, c[0], c[1]] for a, c in zip(es, cs)],
                   [1] + [[a, c] for a, c in zip(ep, cp)]]
    small = gto.M(atom=[[sym, (0, 0, 0)]], basis={sym: small_basis},
                  charge=Z - 5, spin=1, verbose=0)
    assert np.allclose(small.intor("int1e_ovlp"), np.eye(5), atol=1e-6)
    return energy, r, orb, small


# ---------- four-component exchange, order alpha^2 ----------
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
cosines, wcos = np.polynomial.legendre.leggauss(8)
phis = 2 * np.pi * np.arange(10) / 10
ct, ph = [a.ravel() for a in np.meshgrid(cosines, phis, indexing="ij")]
wang = np.repeat(wcos, 10) * 2 * np.pi / 10
st = np.sqrt(1 - ct**2)
normal = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=1)
sigma_r = np.einsum("nk,kab->nab", normal, sigma)
cosine_between = np.clip(normal @ normal.T, -1, 1)
LEGENDRE = [np.polynomial.legendre.Legendre.basis(L)(cosine_between)
            for L in range(4)]


def spinor_splitting(kind, r, p_orb, c_orb):
    """E(3/2)-E(1/2) from Gaunt or Coulomb exchange, per alpha^2.

    Small component: sigma.p/(2c) acting on the large component.
    """
    (Rp, dRp), (Rc, dRc) = p_orb, c_orb
    up = np.zeros((len(ct), 2), complex)
    up[:, 0] = 1 / np.sqrt(4 * np.pi)
    down = up[:, ::-1]
    half = np.einsum("nab,nb->na", sigma_r, up)
    three = np.zeros_like(up)
    three[:, 0] = -np.sqrt(3 / (8 * np.pi)) * st * np.exp(1j * ph)
    ops = sigma if kind == "gaunt" else np.eye(2)[None]
    energy = []
    for chi, kappa in ((half, 1), (three, -2)):
        ga = dRp + (1 + kappa) * Rp / r
        tau = np.einsum("nab,nb->na", sigma_r, chi)
        total = 0.0
        for chi_c in (up, down):
            tau_c = np.einsum("nab,nb->na", sigma_r, chi_c)

            def density(x, y):
                return wang * np.einsum("na,kab,nb->kn", x.conj(), ops, y)

            for L, P in enumerate(LEGENDRE):
                def ang(f, g):
                    return np.sum((f @ P) * g.conj()).real
                if kind == "gaunt":
                    A, B = density(chi, tau_c), density(tau, chi_c)
                    u, v = Rp * dRc, ga * Rc
                    total += 0.25 * (ang(A, A) * slater(r, L, u, u)
                                     - 2 * ang(A, B) * slater(r, L, u, v)
                                     + ang(B, B) * slater(r, L, v, v))
                else:
                    A, B = density(chi, chi_c), density(tau, tau_c)
                    total -= 0.5 * ang(A, B) * slater(r, L, Rp * Rc, ga * dRc)
        energy.append(total)
    return energy[1] - energy[0]


# ---------- determinants: 5 electrons in 10 spin orbitals ----------
dets = list(combinations(range(10), 5))
position = {d: i for i, d in enumerate(dets)}
ND = len(dets)
HOP = np.zeros((10, 10, ND, ND))       # matrices of a+_p a_q
for col, d in enumerate(dets):
    for k, q in enumerate(d):
        rest = d[:k] + d[k + 1:]
        for p in range(10):
            if p not in rest:
                m = sum(x < p for x in rest)
                HOP[p, q, position[tuple(sorted(rest + (p,)))], col] = \
                    (-1)**(k + m)
HOP_FLAT = HOP.reshape(100, ND, ND)
single = [i for i, d in enumerate(dets) if d[:4] == (0, 1, 2, 3)]
V_SINGLE = np.eye(ND)[:, single]


def matrix_element(V, one=None, two=None):
    """V+ (sum_i one(i) + sum_{i!=j} two(i,j)) V."""
    m = V.shape[1]
    HV = HOP_FLAT @ V
    one = np.zeros((10, 10)) if one is None else one
    W = 0
    if two is not None:
        one = one - np.einsum("pqqs->ps", two)
        Y = (two.reshape(100, 100) @ HV.reshape(100, -1)).reshape(100 * ND, m)
        left = HV.reshape(10, 10, ND, m).transpose(1, 0, 2, 3)
        W = left.reshape(100 * ND, m).conj().T @ Y
    acted = (one.reshape(1, 100) @ HV.reshape(100, -1)).reshape(ND, m)
    return W + V.conj().T @ acted


def doublet_splitting(W):
    """Signed E(3/2)-E(1/2) of a 6x6 matrix with levels 2 + 4."""
    assert np.allclose(W, W.conj().T, atol=1e-7 * abs(W).max())
    e = np.linalg.eigvalsh(W)
    width = e[-1] - e[0]
    positive = e[2] - e[1] > 0.5 * width
    groups = (e[:2], e[2:]) if positive else (e[:4], e[4:])
    assert max(np.ptp(g) for g in groups) < 1e-5 * width
    return width if positive else -width


spin = sigma / 2
eps = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[a, b, c], eps[a, c, b] = 1, -1
angular_l = np.zeros((3, 5, 5), complex)
angular_l[:, 2:, 2:] = -1j * eps


def analyse(Z):
    energy, r, orb, mol = hartree_fock(Z)
    Rp = orb["2p"][0]
    r3 = integral(r, Rp**2 / r)
    X, D = {}, {}
    for c in ("1s", "2s"):
        Rc, dRc = orb[c]
        X[c] = exchange_X(r, Rp, Rc, dRc)
        D[c] = integral(r, Rp**2 / r * cumulative(r, Rc**2 * r**2))
    sumX, sumD = sum(X.values()), sum(D.values())
    formula = np.array([0.75 * Z * r3, -1.5 * sumD + 0.5 * sumX, sumX])

    one = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e").reshape(5, 5, 5, 5)
    cross = mol.intor("int2e_p1vxp1").reshape(3, 5, 5, 5, 5)
    # the library's overall sign is fixed by the direct screening term
    orient = np.sign(cross[2, 2, 3, 0, 0])
    assert abs(orient * cross[2, 2, 3, 0, 0] / D["1s"] - 1) < 1e-4
    A = -1j * orient * cross           # (r12 x p1)/r12^3
    I2 = np.eye(2)
    shape = (10, 10, 10, 10)
    coul = np.einsum("ijkl,ab,cd->iajbkcld", eri, I2, I2).reshape(shape)
    sso = -0.5 * np.einsum("yijkl,yab,cd->iajbkcld", A, spin, I2)
    soo = -np.einsum("yijkl,ab,ycd->iajbkcld", A, I2, spin)
    nuc = 0.5 * Z * r3 * np.einsum("yij,yab->iajb", angular_l, spin)
    nuc, sso, soo = nuc.reshape(10, 10), sso.reshape(shape), soo.reshape(shape)
    H0 = matrix_element(np.eye(ND), np.kron(one, I2), 0.5 * coul)
    levels, vectors = np.linalg.eigh(H0)
    assert np.ptp(levels[:6]) < 1e-7 * abs(levels[0])
    assert levels[6] - levels[5] > 1e-3
    V_ci = vectors[:, :6]
    parts = {}
    for name, V in (("single", V_SINGLE), ("ci", V_ci)):
        parts[name] = np.array([
            doublet_splitting(matrix_element(V, one=nuc)),
            doublet_splitting(matrix_element(V, two=sso)),
            doublet_splitting(matrix_element(V, two=soo))])
    # explicit determinants against the radial formulas
    assert np.allclose(parts["single"], formula, rtol=2e-4)
    assert X["1s"] < 0 and sumX < 0
    frac = {k: v[2] / (v[0] + v[1]) for k, v in parts.items()}
    weight = np.sum(V_ci[single]**2) / 6
    return dict(energy=energy, r=r, orb=orb, r3=r3, X=X, D=D,
                parts=parts, frac=frac, weight=weight)


# ---------- hydrogenic limit: closed form against quadrature ----------
r = radial_grid(0.5)
Rp = r * np.exp(-r / 2) / np.sqrt(24)
X1 = exchange_X(r, Rp, 2 * np.exp(-r), -2 * np.exp(-r))
X2 = exchange_X(r, Rp, (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2),
                (r / 4 - 1) * np.exp(-r / 2) / np.sqrt(2))
k_closed = 640 / 729 - 3 / 32
assert abs(X1 + 20 / 729) < 1e-6 and abs(X2 - 3 / 1024) < 1e-6
r3_h = integral(r, Rp**2 / r)
k_quad = -(X1 + X2) / (0.75 * r3_h)
assert abs(k_quad / k_closed - 1) < 1e-4

ions = {Z: analyse(Z) for Z in SYMBOL}

# ---------- Dirac-spinor origin of both exchange terms ----------
spinor = {}
for Z in (5, 18):
    d = ions[Z]
    for c in ("1s", "2s"):
        g = spinor_splitting("gaunt", d["r"], d["orb"]["2p"], d["orb"][c])
        q = spinor_splitting("coulomb", d["r"], d["orb"]["2p"], d["orb"][c])
        tol = 1e-4 * abs(d["X"]["1s"])
        assert abs(g - d["X"][c]) < tol
        assert abs(q - 0.5 * d["X"][c]) < tol
        spinor[Z, c] = g

# ---------- approach to the 1/Z law ----------
limit, slope = {}, {}
for name in ("single", "ci"):
    f40, f80 = ions[40]["frac"][name], ions[80]["frac"][name]
    limit[name] = -(2 * 80 * f80 - 40 * f40)
    slope[name] = np.log(f80 / f40) / np.log(2)
    assert abs(slope[name] + 1) < 0.12
assert abs(limit["single"] / k_closed - 1) < 0.015

print(f"alpha^2 hartree = {UNIT:.6f} meV")
print(f"hydrogenic X_1s/Z^3 = {X1:.6f}, X_2s/Z^3 = {X2:.6f} bohr^-3")
print(f"hydrogenic k: closed {k_closed:.6f}, quadrature {k_quad:.6f}")
for Z, label in ((5, "B"), (18, "Ar13+")):
    d = ions[Z]
    print(f"{label}: HF energy = {d['energy']:.5f} hartree")
    print(f"{label}: (alpha Z)^2 = {(ALPHA * Z)**2:.5f}")
    print(f"{label}: <r^-3> of 2p = {d['r3']:.5f} bohr^-3")
    for c in ("1s", "2s"):
        print(f"{label}: X_{c} = {d['X'][c]:.6f} bohr^-3, "
              f"from spinors {spinor[Z, c]:.6f}")
        print(f"{label}: <q_{c}/r^3> = {d['D'][c]:.5f} bohr^-3")
    for name in ("single", "ci"):
        nuc, sso, soo = d["parts"][name] * UNIT
        print(f"{label} {name}: nuclear {nuc:.5f}, SSO {sso:.5f} meV")
        print(f"{label} {name}: Dirac-Coulomb {nuc + sso:.5f} meV")
        print(f"{label} {name}: Breit {soo:.5f} meV "
              f"= {soo * MEV_TO_CM:.3f} cm^-1")
        print(f"{label} {name}: total {nuc + sso + soo:.5f} meV "
              f"= {(nuc + sso + soo) * MEV_TO_CM:.3f} cm^-1")
        print(f"{label} {name}: Breit/DC = {100 * d['frac'][name]:.3f} %")
    print(f"{label}: bare -k/Z = {-100 * k_closed / Z:.3f} %")
    print(f"{label}: weight of 2s2 2p in ci = {d['weight']:.5f}")
for Z, d in ions.items():
    print(f"Z={Z}: Z*|Breit/DC| single {-Z * d['frac']['single']:.4f}, "
          f"ci {-Z * d['frac']['ci']:.4f}")
for name in ("single", "ci"):
    print(f"{name}: extrapolated k = {limit[name]:.4f}, "
          f"power of Z from 40 to 80 = {slope[name]:.4f}")
print("OK")
```

Running it gives:

```
alpha^2 hartree = 1.449043 meV
hydrogenic X_1s/Z^3 = -0.027435, X_2s/Z^3 = 0.002930 bohr^-3
hydrogenic k: closed 0.784165, quadrature 0.784169
B: HF energy = -24.52847 hartree
B: (alpha Z)^2 = 0.00133
B: <r^-3> of 2p = 0.77542 bohr^-3
B: X_1s = -0.439475 bohr^-3, from spinors -0.439474
B: <q_1s/r^3> = 0.55761 bohr^-3
B: X_2s = -0.007026 bohr^-3, from spinors -0.007025
B: <q_2s/r^3> = 0.06876 bohr^-3
B single: nuclear 4.21356, SSO -1.68494 meV
B single: Dirac-Coulomb 2.52861 meV
B single: Breit -0.64700 meV = -5.218 cm^-1
B single: total 1.88162 meV = 15.176 cm^-1
B single: Breit/DC = -25.587 %
B ci: nuclear 3.99189, SSO -1.59888 meV
B ci: Dirac-Coulomb 2.39300 meV
B ci: Breit -0.62140 meV = -5.012 cm^-1
B ci: total 1.77161 meV = 14.289 cm^-1
B ci: Breit/DC = -25.967 %
B: bare -k/Z = -15.683 %
B: weight of 2s2 2p in ci = 0.94739
Ar13+: HF energy = -405.20987 hartree
Ar13+: (alpha Z)^2 = 0.01725
Ar13+: <r^-3> of 2p = 170.04464 bohr^-3
Ar13+: X_1s = -110.406750 bohr^-3, from spinors -110.406368
Ar13+: <q_1s/r^3> = 105.21701 bohr^-3
Ar13+: X_2s = 10.315247 bohr^-3, from spinors 10.315393
Ar13+: <q_2s/r^3> = 12.94320 bohr^-3
Ar13+ single: nuclear 3326.42738, SSO -329.34691 meV
Ar13+ single: Dirac-Coulomb 2997.08047 meV
Ar13+ single: Breit -145.03622 meV = -1169.796 cm^-1
Ar13+ single: total 2852.04425 meV = 23003.288 cm^-1
Ar13+ single: Breit/DC = -4.839 %
Ar13+ ci: nuclear 3220.47127, SSO -321.42709 meV
Ar13+ ci: Dirac-Coulomb 2899.04418 meV
Ar13+ ci: Breit -137.61624 meV = -1109.950 cm^-1
Ar13+ ci: total 2761.42794 meV = 22272.418 cm^-1
Ar13+ ci: Breit/DC = -4.747 %
Ar13+: bare -k/Z = -4.356 %
Ar13+: weight of 2s2 2p in ci = 0.96815
Z=5: Z*|Breit/DC| single 1.2793, ci 1.2984
Z=10: Z*|Breit/DC| single 0.9586, ci 0.9459
Z=18: Z*|Breit/DC| single 0.8711, ci 0.8545
Z=40: Z*|Breit/DC| single 0.8208, ci 0.8026
Z=80: Z*|Breit/DC| single 0.8020, ci 0.7833
single: extrapolated k = 0.7833, power of Z from 40 to 80 = -1.0333
ci: extrapolated k = 0.7641, power of Z from 40 to 80 = -1.0350
OK
```
